\section*{Wilson and Kadowaki–Woods ratios for ions with $N$ degenerate levels, part 2}

An ion with $N=2J+1$ degenerate levels $\varepsilon_m$ (flavours $m$) and repulsion $U$ between different flavours hybridizes with a flat, infinitely wide bath, one channel per flavour. Units are Hartree atomic units with $\hbar=e=k_B=1$; $\beta=1/T$ and $f$ is the Fermi function.

With occupations $n_m$, $\chi_{mm'}=-\partial n_m/\partial\varepsilon_{m'}$; $\chi_{11}$ and $\chi_{12}$ denote any diagonal and off-diagonal element, and $\chi_c=N[\chi_{11}+(N-1)\chi_{12}]$. The magnetic susceptibility is $\chi=(g\mu_B)^2[NJ(J+1)/3](\chi_{11}-\chi_{12})$, the impurity specific heat $\gamma T$, the Wilson ratio $R=\pi^2\chi/[(g\mu_B)^2J(J+1)\gamma]$, and $\mathrm{Im}\,\Sigma=-b\,(\omega^2+\pi^2T^2)$. At zero frequency $E_m=\varepsilon_m+\Sigma_m(0)$, $1/z=1-\partial_\omega\Sigma|_0$, $\rho=(\Delta/\pi)/(E^2+\Delta^2)$ and $\tilde\rho=\rho/z$. The claim is
\begin{equation}
\gamma=\frac{\pi^2}{3}N\tilde\rho,\qquad R=1+\frac{\kappa}{N-1},\qquad
b=\frac{\pi\kappa^2}{2(N-1)}\frac{\tilde\rho^{\,2}}{\rho},\qquad
\kappa=1-\frac{\chi_c}{N\tilde\rho}.
\label{eq:result}
\end{equation}

A first derivation, counting quasiparticle levels in a box through their phase shifts, gave this with $\chi_{12}=-\phi/\pi$ and $\phi=\pi\tilde U\tilde\rho^{\,2}$, where $\tilde U$ is the interaction on the renormalized level. Its scattering rate contains
\begin{gather}
I=\int d\epsilon_1d\epsilon_2\,\big[(1-f_1)(1-f_2)f_3+f_1f_2(1-f_3)\big],\qquad \epsilon_3=\epsilon_1+\epsilon_2-\omega ,
\label{eq:I}\\
I=\tfrac12(\omega^2+\pi^2T^2).
\label{eq:Ival}
\end{gather}

The second derivation uses $G_m^{-1}(i\omega)=i\omega-\varepsilon_m-\Sigma_m(i\omega)+i\Delta\,\mathrm{sgn}\,\omega$ at $T=0$. It assumes that the expansion in $U$ describes the ground state and that $\Sigma$, its first derivative and the four-point vertex are continuous at zero frequency. The Luttinger--Ward functional $\Phi[G]$, with $\delta\Phi=\sum_m\int(d\omega/2\pi)\,\Sigma_m\,\delta G_m$, is invariant when all frequencies of flavour $m'$ are shifted by $s$; the self-energy becomes $\Sigma_m(i\omega+is\,\delta_{mm'})$. Hence $\int d\omega\,G_m\,\partial_\omega\Sigma_m=0$, and integrating $-i\,\partial_\omega\ln G^{-1}$ gives the occupation. So far:
\begin{gather}
G(i0^+)-G(i0^-)=\frac{1}{-E+i\Delta}-\frac{1}{-E-i\Delta}=\frac{-2i\Delta}{E^2+\Delta^2}=-2\pi i\rho .
\label{eq:jump}\\
n=\frac12+\frac1\pi\,\mathrm{Im}\ln G^{-1}\Big|_{0^+}^{\infty}
=\frac12+\frac1\pi\Big[\frac\pi2-\arg(-E+i\Delta)\Big].
\label{eq:friedel}\\
\chi_{mm'}=\rho\,\tilde\chi_{mm'},\qquad \tilde\chi_{mm'}=\frac{\partial E_m}{\partial\varepsilon_{m'}}=\delta_{mm'}+\frac{\partial\Sigma_m(0)}{\partial\varepsilon_{m'}} .
\label{eq:chitilde}
\end{gather}

\subsection{The Ward identity}

Define the irreducible kernel by $\delta\Sigma_m(i\omega)=\sum_{l}\int(d\omega'/2\pi)\,\mathcal I_{ml}(i\omega,i\omega')\,\delta G_l(i\omega')$, abbreviated $\delta\Sigma=\mathcal I\circ\delta G$. Fix a flavour $m'$ and compare two variations.

In the first, $\varepsilon_{m'}$ changes by $a$. With $Y_l=\partial\Sigma_l/\partial\varepsilon_{m'}$, the inverse function changes by $-a(\delta_{lm'}+Y_l)$, so $\delta G_l=aG_l^2(\delta_{lm'}+Y_l)$. The jump stays at $\omega=0$ and no delta function appears. Hence
\begin{equation}
Y=\mathcal I\circ G^2(Y+1_{m'}),
\end{equation}
where $1_{m'}$ is unity on flavour $m'$ and zero on the others.

In the second, the frequencies of flavour $m'$ are shifted by $s$. With $X_l=\delta_{lm'}\,\partial\Sigma_l/\partial(i\omega)$ the self-energy changes by $isX_l$. The Green function changes by $s\,\partial_\omega G_{m'}$, whose regular part is $-sG^2(i-iX)$ and whose singular part is $s\,\delta(\omega)$ times the jump (\ref{eq:jump}). Thus $\delta G_l=is\,[G_l^2(X_l-\delta_{lm'})-2\pi\rho\,\delta(\omega)\delta_{lm'}]$ and
\begin{equation}
X_m(i\omega)=\big[\mathcal I\circ G^2(X-1_{m'})\big]_m-\mathcal I_{mm'}(i\omega,0)\,\rho .
\end{equation}
In the sum the terms with $1_{m'}$ cancel, $X+Y=\mathcal I\circ G^2(X+Y)-\mathcal I(\cdot,0)\rho$. This linear equation has the kernel of the Bethe--Salpeter equation $\Gamma=\mathcal I+\mathcal I\circ G^2\,\Gamma$ for the full vertex at zero frequency transfer, so its solution is
\begin{equation}
\delta_{mm'}\frac{\partial\Sigma_m}{\partial(i\omega)}+\frac{\partial\Sigma_m}{\partial\varepsilon_{m'}}=-\Gamma_{mm'}(i\omega,0)\,\rho .
\label{eq:ward}
\end{equation}
The sign is confirmed at first order, where $\Sigma_m=U\sum_{m'\ne m}n_{m'}$, $\Gamma=U$ and $\partial n/\partial\varepsilon=-\rho$. The limit of zero transfer is harmless for an impurity: for a small transfer $\Omega$ the product $G(i\omega)G(i\omega+i\Omega)$ differs from $G^2$ by a bounded amount on an interval of length $|\Omega|$, which drops out as $\Omega\to0$.

The full vertex is antisymmetric under exchange of its two incoming legs. For $m=m'$ and all four frequencies zero the exchange maps the vertex onto itself, so $\Gamma_{mm}(0,0)=0$. Write $\Gamma$ for $\Gamma_{mm'}(0,0)$ with $m\neq m'$. At $\omega=0$ the derivative with respect to $i\omega$ equals the real-axis derivative $1-1/z$. Equations (\ref{eq:chitilde}) and (\ref{eq:ward}) give
\begin{equation}
\tilde\chi_{11}=\frac1z,\qquad \tilde\chi_{12}=-\Gamma\rho,\qquad
\frac1z=(N-1)\Gamma\rho+\tilde\chi_c,
\label{eq:ward2}
\end{equation}
with $\tilde\chi_c=\tilde\chi_{11}+(N-1)\tilde\chi_{12}=\chi_c/(N\rho)$. So $\chi_{11}=\tilde\rho$ and $\chi_{12}=-\Gamma\rho^2$.

\subsection{Specific heat}

After the bath is integrated out, the impurity grand potential is
\begin{equation}
\Omega_{\rm imp}=-T\sum_{n,m}\big[\ln(-G_m^{-1})+\Sigma_mG_m\big]+\Phi ,
\end{equation}
with $\omega_n=(2n+1)\pi T$. It is stationary with respect to $G$, so at order $T^2$ the $T=0$ functions may be used and the temperature enters only through the discreteness of the sums. The Matsubara points are the midpoints of cells of width $h=2\pi T$ with a cell boundary at zero. For one cell $\int F=hF+h^3F''/24+\dots$, so $h\sum_{n\ge0}F(\omega_n)=\int_0^\infty F+(h^2/24)F'(0^+)$, and the negative half gives $-(h^2/24)F'(0^-)$. Dividing by $2\pi$,
\begin{equation}
T\sum_nF(\omega_n)=\int\frac{d\omega}{2\pi}F+\frac{\pi T^2}{12}\big[F'(0^+)-F'(0^-)\big].
\label{eq:EM}
\end{equation}
A diagram of $\Phi$ is a multiple sum whose summand is smooth except on the hyperplanes where the frequency of some line vanishes. Near one such plane, take that frequency as a summation variable. The other sums, done at $T=0$, produce $\Sigma$, and (\ref{eq:EM}) gives the correction belonging to $F=\Sigma G$. Summed over lines this cancels the correction of the explicit term $-\Sigma G$. The procedure works wherever the vanishing frequencies are independent variables. They are dependent only if the lines form a cut of the diagram, and a cut of a skeleton diagram has at least four lines, hence three independent frequencies confined to a range of order $T$, which contributes at order $T^3$ or higher. There remains $F=-\ln(-G^{-1})$, with $F'=-G\,(i-\partial_\omega\Sigma)=-iG/z$ at zero. By (\ref{eq:jump}), $F'(0^+)-F'(0^-)=-(i/z)(-2\pi i\rho)=-2\pi\tilde\rho$. Each flavour contributes $-(\pi^2/6)\tilde\rho\,T^2$ to $\Omega_{\rm imp}$. Since $S=-\partial\Omega_{\rm imp}/\partial T=\gamma T$, this is $\gamma=(\pi^2/3)N\tilde\rho$. Then
\begin{equation}
R=\frac{\chi_{11}-\chi_{12}}{\tilde\rho}=1+z\Gamma\rho,\qquad \kappa=1-z\tilde\chi_c=(N-1)\,z\Gamma\rho .
\end{equation}
Comparison with the first derivation identifies $\phi=\pi\Gamma\rho^2$ and $\tilde U=z^2\Gamma$, because $z\Gamma\rho=z^2\Gamma\tilde\rho$.

\subsection{Imaginary part of the self-energy}

At second order the self-energy is a line of flavour $m$ times a particle--hole bubble. The bubble cannot have flavour $m$, since $U$ acts only between different flavours, so $\Sigma(\tau)=-(N-1)U^2G(\tau)^2G(-\tau)$. For $0<\tau<\beta$, with spectral function $A$, $G(\tau)=-\int d\epsilon\,A(1-f)e^{-\epsilon\tau}$ and $G(-\tau)=\int d\epsilon\,A f e^{\epsilon\tau}$. With $x=\epsilon_1+\epsilon_2-\epsilon_3$ and $\int_0^\beta d\tau\,e^{(i\omega_n-x)\tau}=-(1+e^{-\beta x})/(i\omega_n-x)$,
\begin{equation}
\Sigma(i\omega_n)=(N-1)U^2\!\int\! A_1A_2A_3\,\frac{(1-f_1)(1-f_2)f_3+f_1f_2(1-f_3)}{i\omega_n-\epsilon_1-\epsilon_2+\epsilon_3}.
\label{eq:sigma2}
\end{equation}
The overall sign is the one that makes the retarded $\mathrm{Im}\,\Sigma$ negative. The prefactor can be checked without diagrams. For a level at zero coupled to one bath site by $V=1$, with one electron per flavour and the interaction written as $U(n_m-\tfrac12)(n_{m'}-\tfrac12)$ so that the Hartree terms vanish, $A$ has poles of weight $1/2$ at $\pm1$, and the integral in (\ref{eq:sigma2}) at $T=0$ is $\tfrac18[(\zeta-3)^{-1}+(\zeta+3)^{-1}]$ at complex frequency $\zeta$. Exact diagonalization at small $U$, keeping the part even in $U$, gives the multipliers $1.0000$, $2.0000$, $3.0000$, $5.0000$ and $7.0002$ for $N=2,3,4,6,8$.

On the real axis, $\mathrm{Im}\,(\omega-x+i0)^{-1}=-\pi\delta(\omega-x)$ confines all three energies to a range of order $\max(|\omega|,T)$, where $A\to\rho$, and the integral is $I$ of (\ref{eq:I}). At higher order the imaginary part arises in the same way, from intermediate states whose energy denominator vanishes. For the states with two particles and one hole, the parts of the diagrams before and after the state sum to the full vertex and its complex conjugate, which by continuity may be taken at zero frequencies. A partner of the same flavour has $\Gamma_{mm}(0,0)=0$; if that vertex vanishes linearly in the frequencies its square adds two more powers. States with three particles and two holes have two more confined energy integrals and are of fourth order in $\omega$ and $T$. Therefore
\begin{equation}
\mathrm{Im}\,\Sigma=-\frac\pi2(N-1)\,\Gamma^2\rho^3\,(\omega^2+\pi^2T^2).
\label{eq:imsig}
\end{equation}
Substituting $\Gamma=\kappa/[(N-1)z\rho]$ gives $b=\pi\kappa^2\rho/[2(N-1)z^2]=\pi\kappa^2\tilde\rho^{\,2}/[2(N-1)\rho]$, which completes (\ref{eq:result}).

\section{From the self-energy to the Kadowaki--Woods ratio}

\subsection{Lattice model}

The Kadowaki--Woods ratio is $A/\gamma^2$, where the resistivity is $AT^2$. For a periodic array of ions, elastic scattering builds the bands and only $\mathrm{Im}\,\Sigma$ limits the current. The model has one ion per cell of volume $\Omega$ with a complete multiplet $|JM\rangle$, $J=l\pm\tfrac12$, at energy $\varepsilon_f$, and a conduction band $\epsilon_k=k^2/2m$ with two spin states $\sigma$. The Brillouin zone is replaced by a sphere of the same volume, of radius $(6\pi^2/\Omega)^{1/3}$. The hybridization is the overlap of a plane wave with the multiplet,
\begin{equation}
V_{\sigma M}(\hat k)=V\sqrt{4\pi}\,\langle l,M-\sigma;\tfrac12\sigma|JM\rangle\,Y_{l,M-\sigma}(\hat k),
\end{equation}
with $V$ independent of $|k|$. Let $\mathsf V$ be this $2\times N$ matrix. The product $\mathsf V\mathsf V^\dagger$ is a matrix element of the projector on the multiplet, which commutes with rotations, so it may be evaluated with $\hat k$ as quantization axis. There $Y_{l\mu}=\delta_{\mu0}\sqrt{(2l+1)/4\pi}$, which forces $M=\sigma$, and the squared Clebsch--Gordan coefficient is $(l+1)/(2l+1)$ for $J=l+\tfrac12$ and $l/(2l+1)$ for $J=l-\tfrac12$, the same for both $\sigma$. In both cases $(2l+1)$ times this number is $N/2$. A multiple of the unit matrix is the same in every spin basis, so
\begin{equation}
\mathsf V\mathsf V^\dagger=W\,\mathsf 1_2,\qquad W=\frac{N}{2}V^2,\qquad \big\langle \mathsf V^\dagger\mathsf V\big\rangle_{\hat k}=V^2\,\mathsf 1_N .
\label{eq:W}
\end{equation}
The angular average follows from the orthonormality of the $Y_{l\mu}$ and of the Clebsch--Gordan coefficients.

The self-energy is taken local and the same for all $M$, as in dynamical mean-field theory. With $s(\omega)=\omega+\mu-\varepsilon_f-\Sigma(\omega)$ and $a=\omega+\mu-\epsilon_k$, the inverse Green matrix has blocks $a$, $s$ on the diagonal and $-\mathsf V$, $-\mathsf V^\dagger$ off it. Block inversion gives
\begin{equation}
G_c=\frac{1}{a-W/s},\qquad G_{fc}=\frac{\mathsf V^\dagger G_c}{s},\qquad G_{ff}=\frac1s+\frac{\mathsf V^\dagger\mathsf V\,G_c}{s^2}.
\label{eq:blocks}
\end{equation}
$G_c$ is isotropic and the zone is spherical, so by (\ref{eq:W}) the $k$ sum of $G_{ff}$ is proportional to the unit matrix and the local problem is SU($N$) symmetric. A real zone has only the point symmetry of the crystal, and the sum over it in general gives different weights to the crystal-field components of the multiplet, such as $\Gamma_7$ and $\Gamma_8$ of $J=5/2$ in a cubic zone. At low energy $s=\omega/z-E+i|\mathrm{Im}\,\Sigma|$ with $E=\varepsilon_f+\Sigma(0)-\mu$, taken positive. The Fermi surface is at $G_c^{-1}(0)=0$, $\epsilon_{k_F}=\mu+W/E$. Define $n=k_F^3/3\pi^2$. The steps leading to (\ref{eq:friedel}), applied to $\mathrm{Tr}\ln G^{-1}$ at each $k$, assign $1-\arg(-\lambda+i0)/\pi=\theta(-\lambda)$ electrons to each eigenvalue $\lambda$ of $-G^{-1}(0)$. There are $N-2$ unhybridized combinations with $\lambda=E>0$, and two copies of a $2\times2$ block with determinant $(\epsilon_k-\mu)E-W$, which has one negative eigenvalue for $k<k_F$ and none beyond. So $n$ counts conduction and $f$ electrons together (the Luttinger theorem).

Let $\rho_c=\Omega mk_F/2\pi^2$ be the bare band density of states per spin and cell at $k_F$, and $r=W/E^2$. At $\omega=0$ the conduction spectral function is $\delta(\epsilon_k-\epsilon_{k_F})$, and the trace of $G_{ff}$ with $\mathrm{tr}\,\mathsf V^\dagger\mathsf V=2W$ gives
\begin{equation}
N\rho_f=2r\rho_c .
\label{eq:rhof}
\end{equation}
The $f$ weight of two bands is spread over $N$ orbitals. The quasiparticle pole obeys $\epsilon_k=\omega+\mu-W/(\omega/z-E)$, so $d\epsilon_k/d\omega=1+r/z$ at $\omega=0$ and the quasiparticle density of states is $2\rho_c(1+r/z)$. The argument of (\ref{eq:EM}) with $\mathrm{Tr}\ln$ in place of $\ln$, or the level count of the first derivation, gives per cell
\begin{equation}
\gamma=\frac{\pi^2}{3}\Big(\frac{N\rho_f}{z}+2\rho_c\Big)=\frac{\pi^2}{3}\frac{N\rho_f}{z}\Big(1+\frac zr\Big).
\label{eq:gamlat}
\end{equation}

\subsection{Conductivity}

The current vertex is $v=\partial H(k)/\partial k_x$, with $k_x/m$ in the conduction block and $\partial_x\mathsf V$ off the diagonal. The bubble of the current correlator is $-T\sum_{n}\mathrm{Tr}[vG(i\omega_n)vG(i\omega_n+i\Omega)]$ for each $k$. Insert $G=\int dx\,\mathsf A(x)/(i\omega-x)$ and use $T\sum_n[(i\omega_n-x)(i\omega_n+i\Omega-y)]^{-1}=[f(x)-f(y)]/(i\Omega+x-y)$. After $i\Omega\to\Omega+i0$ the imaginary part is $\pi\int dx\,[f(x)-f(x+\Omega)]\,\mathrm{Tr}[v\mathsf A(x)v\mathsf A(x+\Omega)]$. The conductivity is this divided by $\Omega$ as $\Omega\to0$:
\begin{equation}
\sigma=\pi\int d\omega\Big(-\frac{\partial f}{\partial\omega}\Big)\int\frac{d^3k}{(2\pi)^3}\,\mathrm{Tr}\,[v\mathsf Av\mathsf A].
\label{eq:kubo}
\end{equation}
Vertex corrections attach a local irreducible vertex to the $ff$ block of $\sum_kGvG$. Since $\mathsf V(-\hat k)=(-1)^l\mathsf V(\hat k)$, one has $H(-k)=PH(k)P$ and $v(-k)=-Pv(k)P$, with $P=1$ on $c$ and $(-1)^l$ on $f$. The $ff$ block of $GvG$ is then odd in $k$ and its sum vanishes. This holds because the vertex is local, which is a physical assumption: electron--electron collisions that conserve momentum on a single parabolic band do not relax the current, and a local vertex treats every collision as relaxing it fully. The formula thus presumes efficient umklapp scattering.

Equations (\ref{eq:blocks}) can be written $G=G_c\,\mathsf U\tilde{\mathsf U}+\mathrm{diag}(0,1/s)$, where $\mathsf U$ is the column of blocks $(\mathsf 1,\mathsf V^\dagger/s)$ and $\tilde{\mathsf U}$ the row $(\mathsf 1,\mathsf V/s)$. As $T\to0$ the peak of $A_c=-\mathrm{Im}\,G_c/\pi$ dominates, $s$ may be taken real in $\mathsf U$, and $\mathsf A=A_c\mathsf U\mathsf U^\dagger$. The trace becomes $A_c^2\,\mathrm{tr}[(\mathsf U^\dagger v\mathsf U)^2]$ with
\begin{equation}
\mathsf U^\dagger v\,\mathsf U=\frac{k_x}{m}+\frac{(\partial_x\mathsf V)\mathsf V^\dagger+\mathsf V\,\partial_x\mathsf V^\dagger}{s}=\frac{k_x}{m}+\frac{\partial_xW}{s}=\frac{k_x}{m}.
\end{equation}
The angular dependence of $\mathsf V$ carries no current at leading order because $W$ is constant. The neglected terms contain at most one factor $A_c$ or a factor $\mathrm{Im}\,\Sigma$ and lack the $T^{-2}$ divergence found below. Expanding $-W/s$ in the damping, $G_c^{-1}$ acquires $+i\Gamma_c$ with $\Gamma_c=r\,b\,(\omega^2+\pi^2T^2)$. As a function of $\epsilon_k$, $A_c$ is a normalized Lorentzian of half-width $\Gamma_c$, for which $\int A_c^2\,d\epsilon=1/2\pi\Gamma_c$. The density of states per volume and spin is $mk/2\pi^2$, the angular average of $k_x^2$ is $k^2/3$, and $2\,(mk_F/2\pi^2)(k_F^2/3m^2)=n/m$. Hence
\begin{equation}
\sigma=\frac nm\,\frac{1}{2rb}\int d\omega\,\frac{-\partial f/\partial\omega}{\omega^2+\pi^2T^2}.
\end{equation}
For the integral set $T=1$ and write $(y^2+\pi^2)^{-1}=\pi^{-1}\int_0^\infty ds\,e^{-\pi s}\cos sy$. With $-f'=e^y/(1+e^y)^2$ and $t=e^y$, the Fourier transform is the Euler beta integral $\int_0^\infty dt\,t^{is}/(1+t)^2=\Gamma(1+is)\Gamma(1-is)=\pi s/\sinh\pi s$, where $\Gamma(\cdot)$ is here the gamma function. Then
\begin{equation}
\int_0^\infty ds\,\frac{s\,e^{-\pi s}}{\sinh\pi s}=2\int_0^\infty\frac{s\,ds}{e^{2\pi s}-1}=\frac{2}{(2\pi)^2}\,\frac{\pi^2}{6}=\frac1{12}.
\end{equation}
Quadrature gives $0.08333333$. It is the lifetime that is averaged, so the effective value of $\omega^2+\pi^2T^2$ is $12T^2$. The resistivity is $1/\sigma=24\,(m/n)\,r\,b\,T^2$.

\subsection{The ratio}

With a local self-energy the ion is an impurity in a self-consistent bath. Equation (\ref{eq:imsig}) used only that the local spectral function and the local vertex are smooth on the scale of $T$, so $b=(\pi/2)(N-1)\Gamma^2\rho_f^3$ with $\Gamma$ the local vertex. From (\ref{eq:rhof}), $mr=mN\rho_f/2\rho_c=\pi^2N\rho_f/\Omega k_F$, and
\begin{equation}
A=24\,\frac{\pi^2N\rho_f}{\Omega nk_F}\,\frac\pi2(N-1)\Gamma^2\rho_f^3=\frac{12\pi^3N(N-1)\,\Gamma^2\rho_f^4}{\Omega\,n\,k_F}.
\label{eq:A}
\end{equation}
Define $\kappa=(N-1)z\Gamma\rho_f$ as before. Dividing (\ref{eq:A}) by the square of (\ref{eq:gamlat}), the numerical factor is $12\pi^3\cdot9/\pi^4=108/\pi$, the local quantities combine to $(z\Gamma\rho_f)^2=\kappa^2/(N-1)^2$, and the degeneracy factors are $N(N-1)/[N^2(N-1)^2]$:
\begin{equation}
\frac{A}{\gamma^2}=\frac{108}{\pi}\,\frac{\kappa^2}{N(N-1)}\,\frac{1}{\Omega\,n\,k_F}\,\Big(1+\frac zr\Big)^{-2}.
\label{eq:KW}
\end{equation}
For heavy bands, $z\ll r$, and $\kappa=1$ this is the Kontani--Tsujii form: $V$, $E$, $z$ and $m$ have dropped out and the ratio falls as $1/[N(N-1)]$. If $A$ and $\gamma$ are each divided by $N(N-1)/2$, the ratio of the scaled quantities is $54/(\pi\Omega nk_F)$ for every $N$. The ratio still depends on the carrier density and cell volume, as $\Omega^{-1}n^{-4/3}$, so a comparison between different $N$ is meaningful at similar $n$ and $\Omega$.

The two factors have separate origins. The factor $1/(N-1)$ is local and is the same physics as the Wilson ratio: in the flat-bath impurity $\kappa=(N-1)(R-1)$ and $\kappa^2/(N-1)=(N-1)(R-1)^2$. As $N\to\infty$ at $\kappa=1$, $R\to1$ and the quasiparticles stop scattering, as in the mean-field solution of the large-$N$ model. The factor $1/N$ belongs to the band structure: $r\propto N\rho_f$ against $\gamma^2\propto N^2$. It changes if the number of conduction bands changes. With $N$ conduction flavours, each hybridizing with its own level, $\rho_f=r\rho_c$ replaces (\ref{eq:rhof}), which multiplies $r$ by $2/N$ at given $\rho_f$, and $N$ bands conduct in place of two, which multiplies the resistivity by another $2/N$ at fixed $k_F$. The right side of (\ref{eq:KW}), with $n$ still standing for $k_F^3/3\pi^2$, acquires $(2/N)^2$ and falls as $1/[N^3(N-1)]$.

A doublet or quartet that the crystal field splits off from a larger multiplet is not a complete multiplet, and its $W$ in general depends on $\hat k$. For the cubic $\Gamma_7$ doublet of $J=5/2$, $\sqrt{1/6}\,|{\pm}\tfrac52\rangle-\sqrt{5/6}\,|{\mp}\tfrac32\rangle$, the component $M=\pm\tfrac12$ is absent and the argument before (\ref{eq:W}) gives $W=0$ along $[001]$. The computed $W/V^2$ is $0$, $1.25$ and $1.67$ along $[001]$, $[110]$ and $[111]$, against the isotropic value $N/2=1$. The Fermi surface is then not a sphere, $\partial_xW\neq0$, and the prefactor $108/\pi$ does not apply; the corrected prefactor is not computed here.

The Ward identities have reproduced (\ref{eq:result}) for the impurity, and the local approximation has given the lattice ratio (\ref{eq:KW}) with $\kappa$ left free. What remains is to compare the assumptions of the two derivations, including the status of $\kappa=1$ in the lattice, to test the impurity relations numerically, and to work through a lattice example.
